# How Much Biaxial Tension Makes Germanium on (001) a Direct-Gap Semiconductor?: verification in Python

```python
"""Direct-gap crossover of germanium under biaxial tension on (001).

Result under test:
    e_cross = offset / (2 (1 - C12/C11) (a_L - a_G))
offset   : unstrained Gamma edge minus L edge (eV)
a_G, a_L : absolute edge shifts per unit relative volume change (eV)
C11, C12 : cubic elastic constants (GPa)
Tensile strain is positive. The germanium inputs are rough values.
A tight-binding diamond crystal with round parameters tests the
symmetry of the shifts; it supplies no input to the estimate.
"""
import itertools
import numpy as np
from scipy.optimize import brentq, minimize_scalar

offset, a_G, a_L = 0.14, -8.2, -1.5
C11, C12 = 130.0, 49.0
xi_u_L = 16.0                       # splits L valleys only under shear
offset_D, a_D, xi_u_D = 0.19, 2.5, 9.4   # Delta valleys, offset from L

L_dirs = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])


# ---------- elastic relaxation from the energy density ----------
def relaxed_strain(e):
    def energy(z):
        return (0.5 * C11 * (2 * e**2 + z**2)
                + C12 * (e**2 + 2 * e * z))
    z = minimize_scalar(energy, bracket=(-2 * abs(e) - 1e-3, 1e-3)).x
    return np.diag([e, e, z])


trace_factor = 2 * (1 - C12 / C11)
for e in (0.005, 0.01, 0.02):
    assert abs(np.trace(relaxed_strain(e)) - trace_factor * e) < 1e-7


# ---------- every valley from its own axial deformation law ----------
def valley_energies(strain):
    tr = np.trace(strain)
    gamma = offset + a_G * tr
    n_L = L_dirs / np.sqrt(3)
    ell = np.array([(a_L - xi_u_L / 3) * tr + xi_u_L * n @ strain @ n
                    for n in n_L])
    delta = np.array([offset_D + (a_D - xi_u_D / 3) * tr
                      + xi_u_D * n @ strain @ n for n in np.eye(3)])
    return gamma, ell, delta


def gamma_minus_lowest(e):
    g, ell, delta = valley_energies(relaxed_strain(e))
    return g - min(ell.min(), delta.min())


e_cross = offset / (trace_factor * (a_L - a_G))
e_root = brentq(gamma_minus_lowest, 0.001, 0.03)
assert abs(e_root - e_cross) < 1e-6
for e in np.linspace(0.001, 0.03, 59):
    assert (gamma_minus_lowest(e) < 0) == (e > e_cross)

# ---------- strained tight-binding diamond crystal ----------
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
onsite = np.array([-5.9, 1.6, 1.6, 1.6, 6.4])    # s, px, py, pz, s*
ss, sp, xp = -1.7, np.sqrt(3) * 5.5 / 4, np.sqrt(3) * 5.2 / 4
pp_sigma, pp_pi = (1.6 + 2 * 4.9) / 4, (1.6 - 4.9) / 4


def bands(kpts, strain):
    """Eigenvalues in eV; k follows the strained reciprocal lattice."""
    hops = []
    for d0 in bonds:
        d = d0 + strain @ d0
        length = np.linalg.norm(d)
        u = d / length
        h = np.zeros((5, 5))
        h[0, 0] = ss
        h[0, 1:4], h[1:4, 0] = sp * u, -sp * u
        h[4, 1:4], h[1:4, 4] = xp * u, -xp * u
        h[1:4, 1:4] = (pp_pi * np.eye(3)
                       + (pp_sigma - pp_pi) * np.outer(u, u))
        hops.append(h * (np.linalg.norm(d0) / length)**2)
    phases = np.exp(1j * np.asarray(kpts) @ bonds.T)
    block = np.einsum('kj,jab->kab', phases, np.array(hops))
    ham = np.zeros((len(phases), 10, 10), complex)
    ham[:, :5, :5] = ham[:, 5:, 5:] = np.diag(onsite)
    ham[:, :5, 5:] = block
    ham[:, 5:, :5] = block.conj().transpose(0, 2, 1)
    return np.linalg.eigvalsh(ham)


k_edges = np.vstack([np.zeros(3), np.pi * L_dirs])


def edge_slopes(direction, step=1e-4):
    """First-order shifts of the lowest conduction state at Gamma, 4 L."""
    up = bands(k_edges, step * direction)[:, 4]
    down = bands(k_edges, -step * direction)[:, 4]
    return (up - down) / (2 * step)


iso = edge_slopes(np.eye(3)) / 3
biaxial_unit = np.diag([1.0, 1.0, -2 * C12 / C11])
biaxial = edge_slopes(biaxial_unit)
assert np.allclose(biaxial, iso * np.trace(biaxial_unit), atol=1e-5)
assert np.ptp(biaxial[1:]) < 1e-5
assert iso[0] < iso[1]              # Gamma falls faster on expansion

shear = edge_slopes(np.ones((3, 3)) - np.eye(3))
assert abs(shear[0]) < 1e-5
assert abs(shear[1]) > 0.1          # the L valleys do split under shear
assert np.allclose(shear[1], -3 * shear[2:], atol=1e-4)

# valence maximum remains at Gamma at the crossover strain
axis = np.linspace(-2 * np.pi, 2 * np.pi, 13)
grid = np.array(list(itertools.product(axis, repeat=3)))
grid = np.vstack([grid, 0.1 * grid])
strain_cross = relaxed_strain(e_cross)
valence = bands(grid, strain_cross)[:, 3]
valence_gamma = bands(np.zeros((1, 3)), strain_cross)[0, 3]
assert valence.max() <= valence_gamma + 1e-9

# ---------- spread and instructive errors ----------
difference = a_L - a_G
spread = [(offset + s) / (trace_factor * difference * f)
          for s in (-0.01, 0.01) for f in (0.9, 1.1)]
no_poisson = offset / (2 * difference)
fixed_L = offset / (trace_factor * -a_G)
assert no_poisson < e_cross and fixed_L < e_cross
needed = offset / (trace_factor * 0.019)

g, ell, delta = valley_energies(strain_cross)
assert delta.min() > g

print("Rough germanium inputs")
print(f"Gamma edge above L edge, unstrained: {offset:.2f} eV")
print(f"a_G: {a_G:.1f} eV;  a_L: {a_L:.1f} eV")
print(f"C11: {C11:.0f} GPa;  C12: {C12:.0f} GPa")
print(f"Delta edge above L edge, unstrained: {offset_D:.2f} eV")
print(f"a_D: {a_D:.1f} eV;  Xi_uD: {xi_u_D:.1f} eV")
print(f"Xi_u of L, used only in the valley test: {xi_u_L:.0f} eV")
print("Estimate")
print(f"C12/C11: {C12 / C11:.3f} (dimensionless)")
print(f"trace of strain / in-plane strain: {trace_factor:.3f}")
print(f"a_L - a_G: {difference:.1f} eV")
print(f"Gamma slope: {a_G * trace_factor / 100:.4f} eV per percent")
print(f"L slope: {a_L * trace_factor / 100:.4f} eV per percent")
print(f"closing rate: {difference * trace_factor / 100:.4f}"
      " eV per percent")
print(f"crossover strain, formula: {100 * e_cross:.2f} percent")
print(f"crossover strain, root search: {100 * e_root:.2f} percent")
print("At crossover, energies from the unstrained L edge")
print(f"out-of-plane strain: {100 * strain_cross[2, 2]:.2f} percent")
print(f"volume change: {100 * np.trace(strain_cross):.2f} percent")
print(f"Gamma edge: {g:.3f} eV;  L edges: {ell.mean():.3f} eV")
print(f"Delta edge along z: {delta[2]:.3f} eV")
print(f"Delta edges in plane: {delta[0]:.3f} eV")
print("Reliability")
print("offset changed by 0.01 eV, a_L - a_G by 10 percent:")
print(f"lowest crossover: {100 * min(spread):.2f} percent")
print(f"highest crossover: {100 * max(spread):.2f} percent")
print(f"a_L - a_G giving 1.9 percent: {needed:.1f} eV")
print(f"error, no Poisson contraction: {100 * no_poisson:.2f} percent")
print(f"error, L edge held fixed: {100 * fixed_L:.2f} percent")
print("Tight-binding symmetry test (model crystal)")
print(f"Gamma shift per volume change: {iso[0]:.2f} eV")
print(f"L shift per volume change: {iso[1]:.2f} eV")
print(f"shear splitting ratio of L valleys: {shear[1] / shear[2]:.3f}")
print("verified")
```

Running it gives:

```
Rough germanium inputs
Gamma edge above L edge, unstrained: 0.14 eV
a_G: -8.2 eV;  a_L: -1.5 eV
C11: 130 GPa;  C12: 49 GPa
Delta edge above L edge, unstrained: 0.19 eV
a_D: 2.5 eV;  Xi_uD: 9.4 eV
Xi_u of L, used only in the valley test: 16 eV
Estimate
C12/C11: 0.377 (dimensionless)
trace of strain / in-plane strain: 1.246
a_L - a_G: 6.7 eV
Gamma slope: -0.1022 eV per percent
L slope: -0.0187 eV per percent
closing rate: 0.0835 eV per percent
crossover strain, formula: 1.68 percent
crossover strain, root search: 1.68 percent
At crossover, energies from the unstrained L edge
out-of-plane strain: -1.26 percent
volume change: 2.09 percent
Gamma edge: -0.031 eV;  L edges: -0.031 eV
Delta edge along z: 0.058 eV
Delta edges in plane: 0.334 eV
Reliability
offset changed by 0.01 eV, a_L - a_G by 10 percent:
lowest crossover: 1.42 percent
highest crossover: 2.00 percent
a_L - a_G giving 1.9 percent: 5.9 eV
error, no Poisson contraction: 1.04 percent
error, L edge held fixed: 1.37 percent
Tight-binding symmetry test (model crystal)
Gamma shift per volume change: -4.53 eV
L shift per volume change: -1.71 eV
shear splitting ratio of L valleys: -3.000
verified
```
